# Reflectionless phonons in harmonic chains with paired mass substitutions

A calculation of phonon transmission through a substituted multilayer must decide whether the concentration of substituted layers is enough to fix the scattering, or whether their arrangement has to be kept. If heavy layers come only in adjacent pairs, concentration is not enough: at one frequency the disorder reflects nothing, whatever the order of the pairs, while the same layers placed at random without this pairing generally do reflect. A single scattering rate proportional to concentration would miss this.

Take a one-dimensional harmonic chain with equal nearest-neighbour springs $K$. The host mass is $m$, and a finite number of sites carry a mass $M$ instead, always in adjacent pairs. Two pairs may touch, so every run of $M$ has even length. Perfect host leads continue on both sides. With displacements $u_n e^{-i\omega t}$, Newton's law at site $n$ is

$$-m_n\omega^2u_n=K(u_{n+1}+u_{n-1}-2u_n),$$

or, solved for the next displacement,

$$u_{n+1}=\left(2-\frac{m_n\omega^2}{K}\right)u_n-u_{n-1}.$$

In the pure host a wave $u_n=z^n$ with $z=e^{ik}$ requires

$$2\cos k=2-\frac{m\omega^2}{K}.$$

Since $\cos k$ runs from $1$ to $-1$, the host band is $0<\omega^2<4K/m$. For $0<k<\pi$ the wave carries energy to the right.

At a substituted site define $x=2-M\omega^2/K$. The recurrence then reads

$$\begin{pmatrix}u_{n+1}\\u_n\end{pmatrix}=Q\begin{pmatrix}u_n\\u_{n-1}\end{pmatrix},\qquad Q=\begin{pmatrix}x&-1\\1&0\end{pmatrix}.$$

A pair applies this matrix twice:

$$Q^2=\begin{pmatrix}x^2-1&-x\\x&-1\end{pmatrix}=xQ-I.$$

At $x=0$, that is at

$$\omega_0^2=\frac{2K}{M},$$

this becomes $Q^2=-I$. The pair reverses the sign of the state and does nothing else.

Let the stack occupy sites $1$ to $N$, with $N_d$ pairs and $N_h$ host sites. A purely right-moving wave on the left has the state $(u_1,u_0)=u_0(z,1)$; the value $u_1$ still has the host form because it follows from the equation at host site $0$. Each host site multiplies this state by $z$ and each pair multiplies it by $-1$. These factors commute, so the order is irrelevant, and the state leaving the stack is again purely right-moving:

$$\frac{u_{N+1}}{u_0}=(-1)^{N_d}e^{ik_0(N_h+1)}.$$

The reflected amplitude is therefore zero. The argument needs a propagating host wave at $\omega_0$, which means $2K/M<4K/m$, or $M>m/2$. Then $\cos k_0=1-m/M$. For $M<m/2$ the frequency lies above the host band and no incident wave exists.

The physical reason is visible in a pure crystal of masses $M$. Its phase advance $k_M$ obeys $2\cos k_M=x$, so at $\omega_0$ it is $\pi/2$ per site. Two sites make half a wavelength, and the pair acts as a half-wave layer. An odd run gives $Q^{2j+1}=(-1)^jQ$ and reflects like a single substituted mass.

To see how special the frequency is, consider one pair on sites $1$ and $2$ at any frequency in the band. On the left $u_n=z^n+rz^{-n}$ and on the right $u_n=tz^n$. The reflected fraction is $R=|r|^2$ and the transmitted one $T=|t|^2$, because the leads are identical. The equations at sites $2$ and $1$, with $u_3=zu_2$, give

$$u_1=(x-z)u_2,\qquad u_0=xu_1-u_2.$$

The combination $u_1-zu_0$ removes the incident wave:

$$u_1-zu_0=r(z^{-1}-z)=-2ir\sin k.$$

Inserting the two site equations gives

$$\begin{aligned}
u_1-zu_0&=[(x-z)-zx(x-z)+z]u_2\\
&=xz(z+z^{-1}-x)u_2=xz\delta\,u_2,
\end{aligned}$$

where $\delta=2\cos k-x=(M-m)\omega^2/K$. Since $|u_2|=|t|$,

$$\frac RT=\frac{x^2\delta^2}{4\sin^2k}.$$

For $M\ne m$ the only zero inside the band is $x=0$. For a single mass on site $1$, $u_0=(x-z)u_1$, and the same combination is $(1-zx+z^2)u_1=z\delta u_1$. Hence $R/T=\delta^2/(4\sin^2k)$. The second mass of a pair supplies the factor $x^2$, which is the interference that cancels the reflection.

Two limits deserve attention. As $\omega\to0$, $x\to2$ and $\sin^2k\to m\omega^2/K$, so for one pair

$$\frac RT\to\frac{(M-m)^2\omega^2}{mK}.$$

Long waves also pass, but for the different reason that they hardly sense a local change of mass. At the borderline $M=m/2$, put $\omega^2=\omega_0^2(1-\varepsilon)$ with small positive $\varepsilon$. Then $x=2\varepsilon$, $\delta=-2(1-\varepsilon)$ and $\sin^2k=4\varepsilon(1-\varepsilon)$, which gives $R/T=\varepsilon(1-\varepsilon)$. Transmission tends to one, but the group velocity vanishes at the edge, so the edge wave itself carries no energy.

Close to an interior resonance, $x=2-2(\omega/\omega_0)^2\approx-4\Delta\omega/\omega_0$ and $\delta\approx2\cos k_0$. Also $\sin^2k_0=1-(1-m/M)^2=m(2M-m)/M^2$. To leading order

$$R\approx x^2\cot^2k_0=c\left(\frac{\Delta\omega}{\omega_0}\right)^2,\qquad c=\frac{16(M-m)^2}{m(2M-m)}.$$

A long stack therefore transmits in a window, whose width depends on how reflections from different pairs interfere. Suppose each successive unit is a pair with probability $p$ and one host mass otherwise. For two scatterers separated by phase $\theta$, summing the internal round trips gives

$$T_{12}=\frac{T_1T_2}{|1-r_1'r_2e^{2i\theta}|^2},$$

where $r_1'$ is the reflection of the first from its right side. Take the logarithm for many weak scatterers and keep terms of order $R$. Each pair contributes $-R$, and each couple $i<j$ contributes $2\,\mathrm{Re}(r_i'r_je^{2i\theta_{ij}})$.

Energy conservation makes the scattering matrix unitary, so $r^*t+t^*r'=0$ and $r'=-r^*t/t^*$. At resonance the stack result for one pair, $u_3=-zu_0$, gives $t=-z^{-2}$. Successive pairs with $g$ host sites between them are $g+2$ sites apart, so the round-trip phase factor is $t^2z^{2(g+2)}=e^{2ikg}$: the pairs drop out and only the host gaps count. With $|t|\approx1$ the unitarity relation gives $r'r=-Rt^2$. A wave going on to a more distant pair crosses those in between and gains a further $t^2$ from each round trip, so the gap factors multiply, and each couple contributes $-2R$ times the real part of their product. With $q=\langle e^{2ikg}\rangle$ and independent gaps, the mean per pair in a long chain is

$$\frac{\langle\ln T\rangle}{N_d}=-R\left(1+2\,\mathrm{Re}\sum_{s=1}^{\infty}q^s\right)=-R\,\mathrm{Re}\frac{1+q}{1-q}.$$

The gap probability is $p(1-p)^g$, so with $e=e^{2ik}$ one finds $q=p/[1-(1-p)e]$ and

$$\frac{1+q}{1-q}=\frac{(1-p)(1-e)+2p}{(1-p)(1-e)}=1+\frac{2p}{(1-p)(1-e)}.$$

The real part of $1/(1-e)$ is $1/2$, because $1-e=-2i\sin k\,e^{ik}$. The result is

$$\frac{\langle\ln T\rangle}{N_d}\approx-\frac{R}{1-p}.$$

Longer chains can be cut into weakly reflecting blocks. When the phase between blocks is random, the average of $\ln|1-w|^2$ over the phase of $w$ vanishes for $|w|<1$, so the logarithms add. The law is of leading order in the detuning and needs $|x|\ll1-p$. It also needs $k_0$ well away from the band edges, where $\sin k_0$ is small and the corrections in the detuning grow. For many pairs, setting $\langle\ln T\rangle=-1$ gives the relative half-window $\sqrt{(1-p)/(N_dc)}$, which shrinks as $N_d^{-1/2}$.

A physical case is a stack of MoS2 layers in which whole layers are replaced by WS2, always in pairs. Consider layer-breathing waves travelling normal to the layers, each layer moving as one rigid mass. All contacts are between sulfur planes, which motivates equal springs. With rounded atomic masses, $m=160$ u and $M=248$ u per cell, so $M/m=1.55$. Rough typical values are a lattice constant of 0.32 nm, a layer spacing of 0.62 nm and an interlayer stiffness of $\kappa=9\times10^{19}$ N/m³. The cell area is $(\sqrt3/2)(0.32\ \mathrm{nm})^2=0.0887$ nm², hence $K=7.98$ N/m. The resonance is

$$f_0=\frac1{2\pi}\sqrt{\frac{2K}{M}}=0.99\ \mathrm{THz},$$

or 4.1 meV, below the model's host band top of 1.74 THz. The second digit follows the rough inputs: a lattice constant of 0.316 nm gives 0.98 THz, and $\kappa=8.6\times10^{19}$ N/m³ with it gives 0.96 THz. Here $\cos k_0=1-160/248=0.355$. One WS2 layer has $R/T=\cot^2k_0=0.144$, so it reflects 12.6% of the incident energy at $f_0$. So does a run of three or five; runs of two and four reflect nothing.

The curvature is $c=16(88)^2/(160\times336)=2.305$. At detunings of $\pm1.5\%$ and $p=1/3$, the disorder law gives $-2.305(0.015)^2/(2/3)=-7.78\times10^{-4}$ for the mean $\ln T$ per pair. Running the recurrence through 12,000 random chains of 3000 units for each sign, and averaging the two signs, gives $-7.75\times10^{-4}$. For $p=1/2$ the two values are $-1.04\times10^{-3}$ and $-1.03\times10^{-3}$. The sampling uncertainty is about 0.5%. Each sign alone departs from the law by up to 4%; the average cancels the corrections that are odd in the detuning.

Now take 10 pairs and 20 host layers, 40 layers or 24.8 nm in all. The typical transmission quoted below is the geometric mean over 200 random orders, each obtained by solving the linear equations of motion with host leads. It is 1 at $f_0$, 0.80 at $0.9f_0$ and 0.67 at $1.1f_0$. If the same 20 WS2 and 20 MoS2 layers are shuffled individually, with the frequency held at $f_0$, it is 0.28. Apart from the exact value 1, these means have sampling errors of 0.01 to 0.02; with 8000 orders they become 0.80, 0.68 and 0.255. Composition and thickness are unchanged; pairing makes the difference.

With $p=1/3$ the estimated half-window is $\sqrt{0.667/(10\times2.305)}=0.17$, or 0.17 THz. This is too wide for the quadratic law to be more than a guide: at $0.8f_0$, outside the estimated window, the typical transmission is still 0.60 (0.62 with 8000 orders), while at $1.2f_0$ it is 0.19. The one-pair formula already has this asymmetry. Between these two frequencies $\delta^2$ grows by $(1.2/0.8)^4\approx5$, $x^2$ grows from $0.72^2$ to $0.88^2$, and $\sin^2k$ in the denominator grows from 0.66 to 0.99. Together these raise $R/T$ about fivefold. In the stack the ratio of the two values of $\ln T$ is smaller, between 3 and 3.5, so the one-pair formula gives the direction of the asymmetry but not its size.

Real layers depart from the model in several ways. They are not rigid, but this moves the resonance without removing it. Any repeated cell described by a $2\times2$ matrix $G$ of unit determinant, acting on displacement and force, obeys $G^2=(\mathrm{tr}\,G)G-I$. A pair is transparent wherever $\mathrm{tr}\,G=0$ inside the host band. Treating each layer as sulfur, metal and sulfur, with an internal spring set by a rough sulfur frequency of 12 THz against a fixed metal plane, and diagonalizing the pure WS2 crystal at phase advance $\pi/2$, gives 0.97 THz, a shift of $-2\%$.

Unequal contacts can matter more. Let the spring inside an isolated pair be $(1+\eta)K$, and put $y=x+\eta$. The site equations without reflection, using $u_0=u_1/z$ and $u_3=zu_2$, are

$$(y-z^{-1})u_1=(1+\eta)u_2,\qquad(y-z)u_2=(1+\eta)u_1.$$

Multiplying them gives $y^2-2y\cos k+1=(1+\eta)^2$. To first order $y=-\eta/\cos k_0$, so

$$\frac{\Delta\omega}{\omega_0}\approx-\frac x4=\frac\eta4\left(1+\frac1{\cos k_0}\right).$$

For $\eta=0.05$ this is 4.8%; minimizing the reflection numerically gives 4.7%. The term $1/\cos k_0=2.8$ supplies most of this shift; a heavier guest layer would have a larger $\cos k_0$ and a smaller shift. At the old $f_0$ one such pair reflects 0.5%. With every WS2–WS2 contact in the stack stiffened by 5%, the typical transmission there is 0.96. Touching pairs then have their zeros at other frequencies than isolated ones, so no single frequency makes every order transparent.

The largest reduction among the effects sized here comes from anharmonic damping at room temperature. Assume, as a rough value, a full linewidth of 0.03 THz, hence an energy decay rate $\Gamma=2\pi\times0.03$ THz. The host group velocity at $f_0$ is 2800 m/s, and the mean free path is $\ell=v/\Gamma=14.8$ nm. The loss in the stack follows from the amplitudes. At resonance a pair has $u_1=zu_0$ and $u_2=-u_0$, so every layer moves with the same amplitude $|u|$. A mass $m_n$ dissipates $m_n\Gamma\omega^2|u|^2/2$, while the energy flux is $K\omega\sin k\,|u|^2/2$. The fractional loss per layer is thus $m_n\Gamma\omega/(K\sin k)$, which for a host layer is the spacing divided by $\ell$. A WS2 layer counts 1.55 times as much, and to leading order in the damping

$$T\approx\exp\left[-\frac{0.62}{14.8}(20+20\times1.55)\right]=0.12.$$

The full solution with damping in the stack also gives 0.12. The value depends exponentially on the assumed linewidth: 0.01 THz gives 0.49 and 0.003 THz gives 0.81. Almost all the lost energy is absorbed from the coherent wave; very little is reflected. Cooling would help to the extent that it narrows the line; at 300 K, $hf_0/k_BT=0.16$, so the mode is well populated.

Heat also travels obliquely. A lateral wavevector $q_\parallel$ shears the contacts. With in-plane motion held fixed, the shear stiffness $\kappa_s$ adds $\kappa_s(q_\parallel d)^2/2$ to the $2\kappa$ that sets $\omega_0^2$, where $d$ is the layer spacing; the factor $1/2$ is $\cos^2(\pi/4)$ from averaging neighbouring displacements. Under this constraint the relative frequency shift is $\kappa_s(q_\parallel d)^2/(8\kappa)$, or 0.6% for a rough $\kappa_s=3\times10^{19}$ N/m³ and a lateral wavelength of 10 nm. This estimate leaves out mixing with in-plane motion, which does more than shift the frequency. With a rough in-plane stiffness of 130 to 150 N/m per layer, the shift of the pure WS2 mode at this wavelength doubles to about 1.2%. Each layer then carries two coupled displacements, so the $2\times2$ identity no longer applies, and near $f_0$ one pair transmits at most about 95% of the breathing-like wave. Exact transparency belongs to normal incidence. Rough interfaces and forces between second-neighbour layers are also left out. The pairing rule therefore applies to one coherent channel near normal incidence, with sharp layers and nearly equal contacts, in a stack not much thicker than the damping length. It does not by itself predict the total thermal conductivity.
